\section*{Local-Mode Monte Carlo with a Stored Periodic Dipole Field}

\section{What has to be decided}

A Monte Carlo run for a ferroelectric perovskite spends most of its arithmetic on the dipole interaction, because every cell interacts with every other. Before writing the inner loop one must decide whether to compute the local field of a cell each time a move is proposed there, or to store all fields and correct them after each accepted move. The acceptance ratio determines how much is gained by storing them. The stored field also has to treat a cell's interaction with its own periodic images correctly, or the run samples the wrong distribution.

The model has one vector $\mathbf u_i$ per cell, the amplitude of the local polar mode, on a simple cubic lattice of $N=L^3$ cells with periodic boundaries. The strain is fixed and cubic, and the nuclei are classical. Hartree atomic units are used, with $\mathbf u_i$ in bohr. The energy is
\begin{equation}
E=\sum_i V(\mathbf u_i)+\tfrac12\sum_{ij}\mathbf u_i\cdot K_{ij}\mathbf u_j ,
\label{eq:E}
\end{equation}
\begin{equation}
V(\mathbf u)=\tfrac12A|\mathbf u|^2+\alpha|\mathbf u|^4+\gamma(u_x^2u_y^2+u_y^2u_z^2+u_z^2u_x^2).
\end{equation}
The matrix $K_{ij}$ contains nearest-neighbour couplings, $j_L$ for components along the bond and $j_T$ for components across it, and the dipole coupling $DQ_{ij}$. Here $D=Z^2/(\varepsilon_\infty a^3)$, with mode charge $Z$, electronic permittivity $\varepsilon_\infty$ and lattice constant $a$; $Q_{ij}$ is dimensionless.

The numbers below use round parameters: $a=7.5$, $Z=10$, $\varepsilon_\infty=5$, $A=0.22$, $j_L=0.01$, $j_T=-0.015$, $\alpha=0.1$, $\gamma=-0.1$. They give $D=100/(5\times421.875)=0.04741$ hartree/bohr$^2$. Since $u_x^2u_y^2+u_y^2u_z^2+u_z^2u_x^2\le|\mathbf u|^4/3$, the quartic energy is at least $(\alpha+\gamma/3)|\mathbf u|^4$ for this negative $\gamma$. The coefficient $0.0667$ is positive, so the energy is bounded below.

\section{One cell, by hand}

Take $N=1$. All six neighbours are images of the cell itself and move with it. Two bonds lie along any given component and four across it. The dipole part is $-(4\pi/3)D$, as derived in the next section. Hence $K_{11}$ is a number times the unit matrix:
\begin{equation}
K_{11}=2j_L+4j_T-\tfrac{4\pi}{3}D=0.02-0.06-0.19858=-0.23858 .
\end{equation}
Define the stored field as $h=-K_{11}u$. Let $u=0.2$ along $x$ and propose $\delta=0.1$ along $x$. The on-site energy changes by
\begin{equation}
V(0.3)-V(0.2)=0.01071-0.00456=0.00615 .
\end{equation}
The coupling energy changes by
\begin{equation}
\tfrac12K_{11}\left[(u+\delta)^2-u^2\right]=K_{11}u\delta+\tfrac12K_{11}\delta^2=-h\delta+\tfrac12K_{11}\delta^2 .
\end{equation}
With $h=0.047716$ the two terms are $-0.004772$ and $-0.001193$, so $\Delta E=0.000186$ hartree. If the move is accepted, the field becomes $h-K_{11}\delta=0.071574$, which is $-K_{11}\times0.3$, as it must be.

Now drop the term $\tfrac12K_{11}\delta^2$. The forward cost becomes $0.001378$. The reverse move truly costs $-0.000186$, but without the term it appears to cost $+0.001007$. Both directions have been raised by the same amount $c=-\tfrac12K_{11}\delta^2=0.001193$. At 600~K, where $kT=0.00190$, the Metropolis acceptance probabilities are $0.48$ forward and $0.59$ back, with ratio $0.82$. The correct ratio is $e^{-0.0976}=0.91$.

In general, for $c>|\Delta E|$ both apparent costs are positive and the ratio of acceptances is
\begin{equation}
\frac{e^{-(\Delta E+c)/kT}}{e^{-(-\Delta E+c)/kT}}=e^{-2\Delta E/kT},
\end{equation}
which belongs to half the temperature. For $0<c<|\Delta E|$, take the uphill direction, $\Delta E>0$: the downhill move is accepted with certainty and the ratio is $e^{-(\Delta E+c)/kT}$. The error then lies in the factor $e^{-c/kT}$.

The consequence for averages can be seen by integrating over the three components of $\mathbf u$ on a grid of 81 points per axis. At 600~K this gives $\langle|\mathbf u|^2\rangle=0.1426$ bohr$^2$. Metropolis sampling with 120\,000 proposals, each component of $\boldsymbol\delta$ drawn uniformly from $[-w,w]$ with $w=2\sqrt{kT/A}=0.186$ bohr, gives $0.1428$ with the term and $0.1121$ without it. The grid value at 300~K is $0.1105$, so at this step width the faulty sampler gives nearly the $\langle|\mathbf u|^2\rangle$ of half the temperature. The error vanishes in the limit $w\to0$: there $c$ is of second order in $\boldsymbol\delta$ and $\Delta E$ of first order, so almost all moves fall in the second case, with $e^{-c/kT}$ close to 1. The approach is slow, and a moderate reduction of $w$ is no cure: at one half, one quarter and one eighth of the width above the faulty sampler gives about $0.114$, $0.121$ and $0.129$. The energy surface is flat enough that roughly half the proposals still have $c>|\Delta E|$ at the shortest of these widths, but most of the remaining error there comes from the factor $e^{-c/kT}$ of the second case.

\section{The periodic dipole matrix}

Measure lengths in units of $a$, so that the supercell has volume $\Omega=N$. The potential of a unit charge, its images and a neutralizing background satisfies
\begin{equation}
\nabla^2\psi=-4\pi\Big[\sum_{\mathbf n}\delta(\mathbf r-L\mathbf n)-\frac1\Omega\Big],\qquad
\psi=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
\label{eq:psi}
\end{equation}
Leaving out $\mathbf G=0$ sets the macroscopic field to zero, as for a sample in conducting surroundings. A dipole $\mathbf d_2$ at the origin has potential $-\mathbf d_2\cdot\nabla\psi$ and field $\nabla(\mathbf d_2\cdot\nabla\psi)$. The energy of $\mathbf d_1$ in that field is $-\mathbf d_1\cdot\nabla\nabla\psi\,\mathbf d_2$, and therefore $Q=-\nabla\nabla\psi$.

The series for $Q$ does not converge as an ordinary sum, because its terms do not decay with $G$. Ewald's method multiplies each term by $e^{-G^2/4\lambda^2}$, which replaces every point charge by a Gaussian with potential $\operatorname{erf}(\lambda r)/r$. The remainder, $f(r)=\operatorname{erfc}(\lambda r)/r$, is short-ranged and is summed over images. A constant left by the background drops out on differentiation. For a radial function,
\begin{equation}
-\partial_a\partial_bf=B\,\delta_{ab}-C\,r_ar_b,\qquad B=-\frac{f'}{r},\qquad C=-\frac{B'}{r}.
\end{equation}
Differentiating $f$ and then $B$ gives
\begin{align}
B&=\frac{\operatorname{erfc}(\lambda r)}{r^3}+\frac{2\lambda}{\sqrt\pi}\frac{e^{-\lambda^2r^2}}{r^2},\\
C&=\frac{3\operatorname{erfc}(\lambda r)}{r^5}+\frac{2\lambda}{\sqrt\pi}\frac{e^{-\lambda^2r^2}}{r^2}\Big(2\lambda^2+\frac3{r^2}\Big).
\end{align}
For $i=j$ the Gaussian sum contains the cell's interaction with itself, which is not physical. Near the origin $\operatorname{erf}(\lambda r)/r=(2\lambda/\sqrt\pi)(1-\lambda^2r^2/3+\dots)$, and minus its second derivative is $4\lambda^3/(3\sqrt\pi)$ times the unit matrix. Subtracting it gives, with $\mathbf R=\mathbf R_i-\mathbf R_j$ and $\mathbf r=\mathbf R+L\mathbf n$,
\begin{equation}
\begin{split}
Q_{ij}^{ab}={}&\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{G_aG_b}{G^2}e^{-G^2/4\lambda^2}\cos\mathbf G\cdot\mathbf R\\
&+\sum_{\mathbf n}{}'\left(B\delta_{ab}-Cr_ar_b\right)-\frac{4\lambda^3}{3\sqrt\pi}\delta_{ij}\delta_{ab}.
\end{split}
\end{equation}
The prime omits $\mathbf r=0$. The choice $\lambda=3/L$, with integers up to 7 per axis in $\mathbf G$ and up to 2 in $\mathbf n$, serves for the numbers here.

Equation (\ref{eq:psi}) fixes the traces. Away from the charges $\nabla^2\psi=4\pi/\Omega$, so $\operatorname{Tr}Q_{ij}=-4\pi/N$. The same holds for $i=j$ once the cell's own $1/r$ is removed. Cubic symmetry makes $Q_{ii}$ isotropic, hence
\begin{equation}
Q_{ii}=-\frac{4\pi}{3N}\,\mathbf 1,\qquad \sum_jQ_{ij}=-\frac{4\pi}{3}\,\mathbf 1 .
\end{equation}
The second rule follows because summing over all cells turns the supercell lattice into the primitive one, with $\Omega=1$. For $L=4$, $Q_{ii}=-0.0654$. The matrix for a neighbour along $x$ has $Q^{xx}=-2.104$ and $Q^{yy}=0.954$, against $-2$ and $1$ for an isolated pair; the differences come from the images and the background.

\section{The general move}

Let $\mathbf h_i=-\sum_jK_{ij}\mathbf u_j$, with $j=i$ included. Change $\mathbf u_i$ to $\mathbf u_i+\boldsymbol\delta$. In the double sum of (\ref{eq:E}), cell $i$ appears once on the left and once on the right, so the coupling energy changes by
\begin{equation}
\tfrac12\boldsymbol\delta\cdot\sum_jK_{ij}\mathbf u_j+\tfrac12\sum_j\mathbf u_j\cdot K_{ji}\boldsymbol\delta+\tfrac12\boldsymbol\delta\cdot K_{ii}\boldsymbol\delta .
\end{equation}
Because $K_{ji}^{T}=K_{ij}$, the first two terms are equal and add to $-\boldsymbol\delta\cdot\mathbf h_i$. Thus
\begin{equation}
\Delta E=V(\mathbf u_i+\boldsymbol\delta)-V(\mathbf u_i)-\boldsymbol\delta\cdot\mathbf h_i+\tfrac12\boldsymbol\delta\cdot K_{ii}\boldsymbol\delta ,
\label{eq:dE}
\end{equation}
and after acceptance, for every $j$ including $i$,
\begin{equation}
\mathbf h_j\leftarrow\mathbf h_j-K_{ji}\boldsymbol\delta .
\label{eq:update}
\end{equation}

The algorithm is then as follows.
\begin{enumerate}
\item Compute $Q$ once for the $N$ distinct displacements, assemble $K$, and compute all $\mathbf h_i$ for the starting configuration.
\item Visit the cells in turn. Draw each component of $\boldsymbol\delta$ uniformly from $[-w,w]$ and evaluate (\ref{eq:dE}).
\item Accept with probability $\min(1,e^{-\Delta E/kT})$. On acceptance change $\mathbf u_i$ and apply (\ref{eq:update}); on rejection change nothing.
\item Record observables after each sweep.
\end{enumerate}
The proposal is symmetric, so each single-cell update obeys detailed balance and leaves the Boltzmann distribution unchanged. A sweep applies such updates one after another and leaves it unchanged too, provided $w$ is held fixed.

\subsection*{Cost}

Computing one local field takes $9N$ multiplications, and so does the update (\ref{eq:update}). The first is needed at every proposal if fields are not stored, the second at acceptances alone. For acceptance ratio $r$, storing therefore reduces these products by $1/r$. With $w=2\sqrt{kT/A}$ the runs below have $r$ between $0.32$ and $0.33$, so the gain is a factor of three. Against a full double sum at each proposal, $9N^2$ multiplications, it is $N/r$, or between 190 and 200 for $N=64$. These are operation counts, not timings.

Rounding errors accumulate in the stored fields. After $117\,160$ accepted moves at 200~K, the largest difference from fields computed afresh was $1.3\times10^{-15}$ hartree/bohr, so a run of this length needs no refresh.

\subsection*{The self-image term in a larger cell}

For $L\ge2$ the neighbours are other cells, and $K_{ii}=-4\pi D/(3N)$. Each component of $\boldsymbol\delta$ has variance $w^2/3$, so $\langle|\boldsymbol\delta|^2\rangle=w^2=4kT/A$. Omitting the term raises the proposed costs on average by
\begin{equation}
\langle c\rangle=\tfrac12|K_{ii}|\frac{4kT}{A}=\frac{8\pi D}{3NA}\,kT .
\end{equation}
This is $0.028\,kT$ for $N=64$ and falls as $1/N$. For the single cell the first form gives $2.2\,kT$, which is why the damage there was large. Keeping the term costs almost nothing at any size.

\section{Reading the soft mode from fluctuations}

For equal displacements in all cells, the quadratic energy per cell is $\tfrac12\kappa_\Gamma|\mathbf u|^2$ with
\begin{equation}
\kappa_\Gamma=A+2j_L+4j_T-\tfrac{4\pi}{3}D=-0.0186\ \text{hartree/bohr}^2 .
\end{equation}
Diagonalizing the full quadratic form for $L=4$ shows that this is the lowest stiffness. The next, $-0.0042$, is negative as well, so the undistorted crystal is also unstable against non-uniform patterns.

Let $\mathbf M=\sum_i\mathbf u_i/N$ and add $-F\sum_iu_{ix}$ to the energy. Differentiating the Boltzmann average of $M_x$ at $F=0$, where $\langle M_x\rangle=0$ by symmetry, gives
\begin{equation}
\frac{d\langle M_x\rangle}{dF}=\frac{N\langle M_x^2\rangle}{kT}=\frac{N\langle|\mathbf M|^2\rangle}{3kT}\equiv\frac1{\kappa_{\rm eff}} .
\end{equation}
A macroscopic field $\mathcal E$ exerts the force $F=Z\mathcal E$, and the modes contribute the polarization $ZM_x/a^3$. Adding the electronic response at fixed $\mathbf u$,
\begin{equation}
\varepsilon=\varepsilon_\infty+\frac{4\pi Z^2}{a^3\kappa_{\rm eff}} .
\label{eq:eps}
\end{equation}

A $4\times4\times4$ supercell was cooled through four temperatures, with 500 sweeps discarded and 5000 recorded at each. Errors are standard errors over ten consecutive blocks, treated as independent. The third column is $b=\langle|\mathbf M|^4\rangle/\langle|\mathbf M|^2\rangle^2$, which equals $5/3$ for a Gaussian vector and 1 for a moment of fixed length.
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & rms $M$ (bohr) & $b$ & $\kappa_{\rm eff}$ (hartree/bohr$^2$)\\ \hline
1000 & 0.085 & 1.72 & $0.0204\pm0.0015$\\
700 & 0.090 & 1.50 & $0.0130\pm0.0012$\\
400 & 0.122 & 1.30 & $0.0040\pm0.0003$\\
200 & 0.173 & 1.10 & $0.00099\pm0.00006$
\end{tabular}
\end{center}
At 1000~K, (\ref{eq:eps}) gives $\varepsilon=5+1256.6/(421.875\times0.0204)=151\pm11$; at 700~K it gives $235\pm21$. These values belong to the $4\times4\times4$ cell and the errors are statistical only. A larger cell contains further soft modes close to the uniform one, and the dependence on cell size is not examined here. The mode softens on cooling and the permittivity rises. The value $b=1.72$ lies slightly above $5/3$; the excess is sampling noise. Better-converged sampling of the same cell gives $b=1.61$ at 1000~K and $1.59$ at 700~K, so the tabulated $b$ is uncertain by about $0.1$ and only its fall towards 1 at the lower temperatures is significant.

The positive $\kappa_{\rm eff}$ arises although $\kappa_\Gamma$ is negative. A mean-field estimate shows how: replace the curvature of the quartic energy by its average over isotropic Gaussian displacements with $s=\langle u_x^2\rangle$. The $\alpha$ term gives $\alpha\langle4|\mathbf u|^2+8u_x^2\rangle=20\alpha s$ and the $\gamma$ term $2\gamma\langle u_y^2+u_z^2\rangle=4\gamma s$, so
\begin{equation}
\kappa_{\rm eff}\approx\kappa_\Gamma+(20\alpha+4\gamma)s .
\end{equation}
The sampled rms $|\mathbf u|$ of 0.284 bohr at 1000~K and 0.257 at 700~K give $s=0.0269$ and $0.0220$, hence $0.0244$ and $0.0166$. These exceed the sampled stiffnesses by about 20 and 28 per cent. Thermal motion in the quartic potential thus accounts for the sign and rough size. The estimate neglects correlations between cells and the non-Gaussian shape of the distribution, and the sampled stiffnesses have statistical errors of 7 to 9 per cent; the run does not separate these contributions to the difference.

At 200~K the moment has a fairly definite length, and $\kappa_{\rm eff}$ then measures how easily the whole moment of this small sample turns, not the stiffness within one domain. At 400~K $b$ lies between the two limits, the length still fluctuates, and the run does not show whether a larger sample would be ordered. At 200~K rms $M$ is 0.77 of rms $|\mathbf u|=0.223$ bohr; independent cells would give $1/\sqrt{64}=0.125$. One cell size cannot locate a transition temperature, since the change is rounded at finite $N$.

\section{Sampling error and the quantum limit}

Integrating $u\,\partial E/\partial u\,e^{-E/kT}$ by parts for each of the $3N$ components, with vanishing boundary terms, gives
\begin{equation}
\Big\langle\sum_i\mathbf u_i\cdot\frac{\partial E}{\partial\mathbf u_i}\Big\rangle=3NkT
\end{equation}
for any strength of the quartic terms. The sampled left side divided by the right was 0.993, 1.000, 1.003 and 0.983 from 1000 down to 200~K. The 1.7 per cent deficit at 200~K indicates the size of the sampling error of this particular average, including any incomplete equilibration. Other averages can be less certain: the standard error of $\kappa_{\rm eff}$ at 200~K is about 6 per cent.

The classical treatment fails at low temperature for a reason that longer runs cannot cure. A harmonic mode of stiffness $\kappa>0$ and angular frequency $\omega$ has mean quantum energy $\tfrac12\omega\coth(\omega/2kT)$, half of it potential. Setting $\tfrac12\kappa\langle x^2\rangle$ equal to that half gives
\begin{equation}
\langle x^2\rangle=\frac{\omega}{2\kappa}\coth\frac{\omega}{2kT} .
\end{equation}
For $kT\gg\omega$ this is the classical $kT/\kappa$. For $T\to0$ it stays at $\omega/2\kappa$, while the classical value vanishes. In a quantum paraelectric this zero-point motion keeps the polar order from forming. Classical sampling omits it, so order found at low temperature in such a run does not show that the quantum crystal orders.
